# How long must a nonvolatile flip-flop sleep to save energy?

## Question

I am working on a power-gating exercise and cannot decide what belongs in the energy balance. A flip-flop has a pair of hafnia-based ferroelectric capacitors attached to it. Before the supply is cut, the bit is written into the capacitors; when the supply returns, the bit is read back. One backup plus one restore costs 2 pJ. While the flip-flop is unpowered, 5 nW of leakage is saved. I am asked for the break-even sleep time.

Dividing one number by the other gives a time, but I do not trust it:

- Does "5 nW saved" mean that the sleeping circuit draws nothing?
- The local supply wire must be recharged at wake-up. Is that a further cost?
- The chip gets hot in use. Does the answer survive?
- If a sleep is longer than break-even, should I power down every time?

## Answer

Division is the right operation, provided that the two numbers mean the right things. Compare two ways of spending the same idle interval, and count all energy where it leaves the supply.

### The energy balance

Let $t$ be the time for which the flip-flop is unpowered. The clock is stopped in both alternatives, so there is no switching energy to compare. Define

- $P_{\rm on}$: leakage power drawn if the flip-flop stays powered;
- $P_{\rm off}$: power still drawn through the open power switch;
- $E_{\rm ov}$: extra supply energy of one backup plus one restore, including drivers and voltage conversion.

Take all three as constant. Staying on costs

$$E_{\rm stay}=P_{\rm on}t ,$$

and powering down costs

$$E_{\rm down}=E_{\rm ov}+P_{\rm off}t .$$

The net saving is the first minus the second:

$$S(t)=P_{\rm on}t-P_{\rm off}t-E_{\rm ov}=P_s t-E_{\rm ov},\qquad P_s=P_{\rm on}-P_{\rm off}.$$

The quoted 2 pJ already contains both the backup and the restore, so it enters once. At break-even $S=0$. Adding $E_{\rm ov}$ to both sides and dividing by $P_s$, which is positive, gives

$$t_{\rm BE}=\frac{E_{\rm ov}}{P_s}
=\frac{2\times10^{-12}\ \text{J}}{5\times10^{-9}\ \text{J/s}}
=4\times10^{-4}\ \text{s}=0.4\ \text{ms}.$$

Since $S$ is a straight line with positive slope, it crosses zero once. Shorter sleeps lose energy and longer ones gain it:

- 0.1 ms: $S=0.5-2=-1.5$ pJ;
- 1 ms: $S=5-2=3$ pJ;
- 10 ms: $S=50-2=48$ pJ.

For very short sleeps the loss approaches the full 2 pJ. For sleeps much longer than $t_{\rm BE}$ the saving is still 2 pJ less than $P_st$, but that is then only a small fraction of $P_st$.

The backup and restore pulses need time too. I take 100 ns for each. The logic leaks during them, but it would have leaked in that time anyway, so this part cancels. An idle interval measured from the start of backup to the end of restore must therefore be 0.2 μs longer than $t_{\rm BE}$, a change of 0.05 percent.

### Net or gross leakage?

"Saved" has to mean the difference $P_s$; the sleeping circuit may still draw something. For an example, let an off switch leak 5 percent as much as the flip-flop when each has the full supply voltage across it. With the leakage model given below, a net saving of 5 nW then corresponds to

$$P_{\rm on}=5.257\ \text{nW},\qquad P_{\rm off}=0.257\ \text{nW}.$$

Dividing 2 pJ by $P_{\rm on}$ would give 0.380 ms, which is 5 percent too short. Conversely, if your 5 nW were the gross leakage and the same fraction remained during sleep, the saving would be $5\times(5.000/5.257)=4.76$ nW and break-even would move to 0.42 ms.

### Recharging the supply wire

Let the local rail have capacitance $C_r$ and voltage $v$, with main supply voltage $V$. After the switch opens,

$$C_r\frac{dv}{dt}=I_{\rm sw}(v)-I_{\rm leak}(v).\tag{1}$$

The leakage $I_{\rm leak}$ grows with the rail voltage. The switch current $I_{\rm sw}$ grows with the voltage across the switch, $V-v$, so it rises as the rail falls. The rail drops towards the voltage $v_\infty$ at which the two currents are equal, to a common value $I_\infty$. It cannot pass this point, because $dv/dt=0$ there. Hence $v>v_\infty$ during the sleep, and $P_{\rm off}=VI_\infty$.

Up to the end of wake-up the supply delivers the charge

$$Q=\int_0^t I_{\rm sw}\,dt'+C_r[V-v(t)],\tag{2}$$

where the second term refills the rail, quickly enough for leakage during the refill to be neglected. Integrating (1) from $v(0)=V$ gives

$$C_r[v(t)-V]=\int_0^t I_{\rm sw}\,dt'-\int_0^t I_{\rm leak}\,dt' .$$

Moving terms across shows that $Q=\int_0^t I_{\rm leak}\,dt'$: the supply eventually pays for all the charge that leaked away.

Suppose that the 2 pJ does not include the recharge. The new break-even time $t'_{\rm BE}$ satisfies $P_{\rm on}t'_{\rm BE}=E_{\rm ov}+VQ$. Subtracting $P_{\rm off}t'_{\rm BE}=VI_\infty t'_{\rm BE}$ from both sides gives

$$P_s t'_{\rm BE}=E_{\rm ov}+V\int_0^{t'_{\rm BE}}(I_{\rm leak}-I_\infty)\,dt .$$

The integrand is positive because $v>v_\infty$, so recharging delays break-even. If (2) is used for $Q$ instead, the same equation reads

$$P_s t'_{\rm BE}=E_{\rm ov}+C_rV(V-v)-V\int_0^{t'_{\rm BE}}(I_\infty-I_{\rm sw})\,dt .$$

This last integral is also positive, because $I_{\rm sw}$ has not yet reached its final value. Dropping it, and replacing $V-v$ by the larger $V$, gives an upper bound. Together,

$$0<t'_{\rm BE}-t_{\rm BE}<\frac{C_rV^2}{P_s}.$$

There is no factor $\tfrac12$: a supply at fixed $V$ that delivers charge $C_rV$ gives up $C_rV^2$, half of which is stored and half turned into heat.

With $V=0.8$ V and $C_r=5$ fF, the recharge energy is at most $5\times0.8^2=3.2$ fJ, and the delay is below 0.64 μs. To test this I integrated (1) with the subthreshold current

$$I_{\rm leak}(v)=\frac{P_{\rm on}}{V}\,e^{\lambda(v-V)/(nV_T)}\,\frac{1-e^{-v/V_T}}{1-e^{-V/V_T}},$$

where $V_T=kT/q=25.85$ mV at 300 K, $n=1.3$ is the slope factor and $\lambda=0.08$ describes the lowering of the threshold by drain bias. The off switch has the same law with $v$ replaced by $V-v$ and a prefactor of 0.05. The energies of the two alternatives cross at 0.4006 ms. The delay is 0.59 μs, inside the bounds and about 0.15 percent of $t_{\rm BE}$.

### Does the latch forget?

In this model the rail falls to 10 percent of $V$ in 1.6 μs and settles at 9.98 mV. To see whether a latch can hold a bit there, consider an ideal balanced inverter in subthreshold. Measure voltages in units of $V_T$: input $x$, output $y$, supply $s$. Equal currents in its two transistors require

$$e^{x/n}(1-e^{-y})=e^{(s-x)/n}(1-e^{-(s-y)}).$$

Take logarithms and differentiate, using $d\ln(1-e^{-y})/dy=1/(e^y-1)$:

$$\frac1n+\frac{y'}{e^y-1}=-\frac1n-\frac{y'}{e^{s-y}-1},$$

$$|y'|=\frac{2/n}{\dfrac1{e^y-1}+\dfrac1{e^{s-y}-1}} .$$

The function $1/(e^y-1)$ is convex, so the denominator is smallest at $y=s/2$. The largest gain is therefore $(e^{s/2}-1)/n$. Here $s=9.98/25.85=0.386$, which gives a gain of 0.16. Two cross-coupled inverters with gain below one everywhere have a single stable state, so the bit is lost and the backup is needed. The 9.98 mV itself is a crude value: the rail law places one off transistor across the whole rail, whereas at so low a voltage both transistors of each inverter conduct in series in subthreshold. Balancing that series current against the same switch gives about 15 mV and a gain of about 0.26, still well below one. The conclusion does depend on the switch: one that leaked about 20 percent instead of 5 percent would hold the rail near 45 mV, where the gain of this ideal balanced inverter reaches one.

### Where picojoules come from

A ferroelectric capacitor of area $A$ carries the charge $q_c=AP+C_fv_c$, where $P$ is the switchable polarization, $v_c$ the capacitor voltage and $C_f$ the linear capacitance. It starts at $v_c=0$ with $P=-P_r$ and is driven from a supply at $V_w$ until $P=+P_r$ and $v_c=V_w$. The charge delivered is

$$\Delta q_c=(AP_r+C_fV_w)-(-AP_r)=2P_rA+C_fV_w .$$

Because the supply voltage is constant, the energy drawn is

$$E_c=V_w\Delta q_c=V_w(2P_rA+C_fV_w).$$

The speed of switching does not enter, as long as the pulse lasts until switching is complete.

Take rough, typical values for a 10 nm film: $P_r=20$ μC/cm², relative permittivity 30 and $V_w=2.5$ V, with $A=0.4$ μm². In SI units $P_r=0.2$ C/m², so the polarization part is

$$2.5\times2\times0.2\times0.4\times10^{-12}\ \text{J}=0.400\ \text{pJ}.$$

The linear capacitance is 10.6 fF, which adds $C_fV_w^2=0.066$ pJ. The total is 0.466 pJ per capacitor. I also integrated the resistor heat and the work done on the capacitor during a 100 ns pulse, with a switching rate that depends on voltage. Their sum is again 0.466 pJ. Heat plus work equals $V_w$ times the delivered charge whatever the rate, so the agreement shows only that the assumed rate completes switching within the pulse; a rate ten times slower switches 74 percent of the polarization and draws 0.36 pJ.

If both capacitors of the pair switch, backup draws 0.93 pJ, or 47 percent of the 2 pJ. The other 1.07 pJ is left for restore, drivers, control and voltage conversion. The 2.5 V write level lies above the 0.8 V logic supply, so a second or boosted supply is required, and its losses belong in $E_{\rm ov}$.

This also shows that $E_{\rm ov}$ depends on the state in which the capacitors start, and so, in some circuits, on the data. (If the pair stores the bit as two opposite polarizations, and the read-out itself resets both capacitors to the same state, then one of them must switch at every backup, whatever the bit.) A capacitor that is already in its target state draws the linear part alone. If neither has to switch, and the restore cost is unchanged, backup draws 0.80 pJ less at the 2.5 V node. Were 2 pJ the cost with both switching and the voltage conversion lossless, the other case would cost 1.2 pJ and break even at 0.24 ms. A converter of efficiency $\eta$ makes the difference 0.80 pJ$/\eta$ at the main supply: an ideal fourfold charge pump from 0.8 V, with $\eta=2.5/3.2$, gives 1.02 pJ and a break-even time of about 0.2 ms. Your exercise treats 2 pJ as a fixed average.

### A hot chip breaks even sooner

Subthreshold leakage is diffusion of carriers over a barrier $\varphi$. For a constant two-dimensional density of states, the carrier density at the barrier is proportional to

$$\int_\varphi^\infty e^{-\varepsilon/kT}\,d\varepsilon=kT\,e^{-\varphi/kT},$$

with energies measured from the Fermi level. The diffusion constant is $D=\mu kT/q$, where $\mu$ is the mobility. The current is proportional to their product:

$$I\propto\mu T^2e^{-\varphi/kT}.$$

With $\mu\propto T^{-3/2}$, a factor $T^{1/2}$ remains in front. At zero gate bias I use $\varphi=qV_{\rm th}/n$, because a change of gate voltage moves the barrier by a fraction $1/n$.

Take $V_{\rm th}=0.30$ V at 300 K, falling by 0.70 mV/K. The barrier is then 0.2308 eV at 300 K and 0.1995 eV at 358 K (85 °C). The thermal energies are 0.02585 eV and $0.02585\times358/300=0.03085$ eV. Hence

$$\frac{I(358\ \text{K})}{I(300\ \text{K})}
=\sqrt{\frac{358}{300}}\;
\exp\!\left(\frac{0.2308}{0.02585}-\frac{0.1995}{0.03085}\right)\approx12.8 .$$

Using the Fermi distribution instead of the Boltzmann tail also gives 12.8. That comparison tests the exponential approximation, not the assumed threshold drift. The factor is sensitive to the assumed values: drifts of 0.4 and 1.0 mV/K give 8.3 and 19.7, and thresholds of 0.20 and 0.40 V give 7.9 and 20.7. A leakage as high as 5 nW points to a low threshold, and so to the lower part of this range.

If 5 nW is the value at 300 K, if the net saving grows by this same factor, and if $E_{\rm ov}$ and the supply voltage stay fixed, break-even at 358 K falls to

$$\frac{0.4\ \text{ms}}{12.8}=0.031\ \text{ms}.$$

This change is far larger than the corrections to $t_{\rm BE}$ found in the sections above. The temperature at which the 5 nW was obtained must therefore be stated. Gate tunnelling and junction leakage follow other temperature laws and are left out.

### Should you power down every time?

For $N$ sleeps of different lengths $t_i$, the total saving is

$$\sum_{i=1}^N(P_st_i-E_{\rm ov})=NP_s(\bar t-t_{\rm BE}),$$

where $\bar t$ is the mean length. Powering down at every opportunity saves energy overall if the mean exceeds 0.4 ms. It need not be the best choice, though. Nine sleeps of 0.1 ms and one of 10 ms give $9\times(-1.5)+48=34.5$ pJ. Powering down for the long one alone gives 48 pJ.

If the length is unknown in advance, you can stay powered for a time $t_{\rm BE}$ and then power down. Count the cost above the unavoidable $P_{\rm off}t$. An idle period shorter than $t_{\rm BE}$ costs $P_st$, which is the best possible. A longer one costs $P_st_{\rm BE}+E_{\rm ov}=2E_{\rm ov}$, whereas perfect foresight would have cost $E_{\rm ov}$. This rule therefore costs at most twice the best possible excess.

Energy is not the sole limit, because each backup wears the ferroelectric film. Suppose it survives $10^{10}$ cycles, a rough figure, and count one cycle per sleep. One backup every 0.4 ms uses them up in

$$10^{10}\times4\times10^{-4}\ \text{s}=4\times10^6\ \text{s}\approx46\ \text{days}.$$

For a ten-year life the mean interval between backups must be at least 31.6 ms, about 79 times the break-even time. Active periods count towards this interval. A sleep of 1 ms thus saves energy, but for these values the device cannot afford one every millisecond for ten years.

### Many flip-flops

If $N$ identical flip-flops sleep together, both energy and saving are multiplied by $N$, and $t_{\rm BE}$ is unchanged. If the group also needs a shared energy $E_0$ per sleep, for a controller or a voltage booster not counted in $E_{\rm ov}$, then

$$t_{\rm BE}^{(N)}=\frac{NE_{\rm ov}+E_0}{NP_s}=\frac{E_{\rm ov}}{P_s}+\frac{E_0}{NP_s}.$$

The shared part is diluted in a large group and can dominate in a small one.

### How realistic are the numbers?

The film thickness, polarization and write voltage are in the usual range for hafnia-based ferroelectric capacitors. The write field is 2.5 V across 10 nm, or 2.5 MV/cm, against a rough breakdown field of 4 MV/cm. That margin does not guarantee endurance, which varies widely with film, electrodes and field. Leakage through the film is negligible for the energy: at a rough $10^{-4}$ A/cm², one 100 ns write of the pair loses $2\times10^{-4}$ fJ.

A leakage of 5 nW per flip-flop is high and suits fast, low-threshold logic. Low-leakage cells can lie orders of magnitude lower. With a net saving of 0.05 nW and the same 2 pJ, break-even would be 40 ms. Nor is leakage constant in a real circuit: it varies from device to device as well as with temperature, and the temperature change above alone moves the result by roughly an order of magnitude (13 for the assumed threshold and drift, about 8 to 20 for nearby values).

So 0.4 ms is the answer to your exercise, for a net saving of 5 nW at the temperature of the idle circuit and a complete overhead of 2 pJ. The computed values are collected in the numerical output below.

## Computed results

```
Backup plus restore energy: 2.00 pJ
Net saved power: 5.00 nW
Break-even sleep time: 0.400 ms = 4.0e-04 s
Net saving for a sleep of 0.1 ms: -1.50 pJ
Net saving for a sleep of 1.0 ms: 3.00 pJ
Net saving for a sleep of 10.0 ms: 48.00 pJ
Logic supply: 0.80 V; rail capacitance: 5.0 fF
Slope factor: 1.30; drain-bias coefficient: 0.08 V/V
Switch/flip-flop leakage ratio at full bias: 0.050
Powered leakage P_on: 5.257 nW
Residual leakage P_off: 0.257 nW
Wrong time from gross power, E_ov/P_on: 0.380 ms
Final rail voltage asleep: 9.98 mV
Thermal voltage at 300 K: 25.85 mV
Rail fall time to 10 percent: 1.62 us
Rail recharge energy bound: 3.20 fJ
Simulated break-even with recharge: 0.40059 ms
Simulated delay: 0.589 us; bound: 0.640 us
Remanent polarization: 20.0 uC/cm2
Capacitor area: 0.40 um2; film: 10.0 nm
Relative permittivity: 30; write voltage: 2.50 V
Linear capacitance: 10.63 fF
Polarization energy per capacitor: 0.400 pJ
Dielectric energy per capacitor: 0.066 pJ
Total per capacitor, formula: 0.4664 pJ
Total per capacitor, simulated: 0.4664 pJ
Pair, both switching: 0.933 pJ
Pair share of E_ov: 46.6 percent
Threshold at 300 K: 0.30 V
Threshold drift: -0.70 mV/K
Barrier at 300 K: 0.2308 eV
Barrier at 358 K: 0.1995 eV
Leakage growth 300 to 358 K, law: 12.77
Leakage growth, Fermi integral: 12.76
Break-even at 358 K: 0.0313 ms
Backup and restore pulses: 100 ns each
Logic leakage energy in both pulses: 1.05 fJ
Film leakage density, rough: 1.0e-04 A/cm2
Film leakage energy in one write of the pair: 2.0e-04 fJ
Write field: 2.50 MV/cm
Breakdown field, rough: 4.0 MV/cm
Endurance, rough: 1e+10 cycles
Life at one backup per break-even time: 46.3 days
Mean backup interval for 10 years: 31.6 ms
That interval / break-even time: 78.9
```
